\section*{Doubling a Large dc Bias: Thicker Sheath, Unchanged Ion Flux}

\section{Which input should change?}

A calculation of the ion dose on a plate in a plasma, or of the heat brought by the ions' kinetic energy, needs two inputs from the sheath: how many ions arrive per unit area and time, and with what energy. Suppose the calculation has been done for a sheath drop of 500~V and must be repeated for 1000~V. Should the ion flux be raised, and if so by how much? The same choice fixes how much space in front of the plate must be treated as sheath.

For a planar, collisionless dc sheath with fixed edge density and electron temperature, the flux should be left alone. The energy nearly doubles, and the sheath becomes thicker by a factor that tends to $2^{3/4}=1.68$ when the drop is large compared with the electron temperature.

\section{The belief and its best argument}

The belief is that a plate made twice as negative pulls ions twice as hard and so collects more of them. It has a respectable argument behind it, the Child law.

Atomic units are used in the algebra, so $\hbar=m_e=e=4\pi\varepsilon_0=1$. The ions are singly charged with mass $M$, and $J$ is their particle flux, which equals their current density in these units. Let $x$ run towards the plate, and let $\psi(x)\ge0$ be the drop in potential from the starting plane. The field $F=d\psi/dx$ accelerates ions towards the plate.

Consider a gap of width $s$ without electrons, in which ions start from rest at zero field. The flux is the same at every $x$, so the ion density is $J/v$, and Gauss's law reads $dF/dx=4\pi J/v$. Following one ion, $dF/dt=v\,dF/dx=4\pi J$. Integrating this, then $M\,dv/dt=F$, then $dx/dt=v$, gives
\begin{equation}
F=4\pi Jt,\qquad v=\frac{2\pi J t^2}{M},\qquad x=\frac{2\pi J t^3}{3M}.
\label{transit}
\end{equation}
At the plate $x=s$, and energy conservation gives the total drop
\begin{equation}
V_0=\tfrac12Mv^2=\frac{2\pi^2J^2t^4}{M}.
\end{equation}
To eliminate the transit time, raise $V_0$ to the power $3/2$ and insert $t^6=\left(3Ms/2\pi J\right)^2$:
\begin{equation}
V_0^{3/2}=\frac{2^{3/2}\pi^3J^3}{M^{3/2}}\,\frac{9M^2s^2}{4\pi^2J^2}
=\frac{9\pi}{\sqrt2}\,\sqrt M\,J s^2 .
\end{equation}
Hence
\begin{equation}
J=\frac{1}{9\pi}\sqrt{\frac{2}{M}}\,\frac{V_0^{3/2}}{s^2}.
\label{child}
\end{equation}

At fixed $s$, doubling $V_0$ multiplies $J$ by $2^{3/2}=2.83$. For an emitter that can supply any flux the space charge allows, across a gap fixed by construction, that conclusion is right. In a plasma, however, no piece of hardware fixes $s$. Equation~(\ref{child}) is one relation between three quantities, and it cannot say which of $J$ and $s$ responds until something else determines one of them.

\section{The plasma determines the flux}

\subsection{The speed at the sheath edge}

Let $n_s$ be the density at the sheath edge and $T_e$ the electron temperature as an energy. Define the Bohm speed $u_B=\sqrt{T_e/M}$ and the scaled drop from the edge $\eta=\psi/T_e$. Cold ions enter with speed $m u_B$. Energy conservation gives $v^2=u_B^2(m^2+2\eta)$, and continuity gives $n_iv=n_smu_B$. The electrons are repelled and follow a Boltzmann distribution. Therefore
\begin{equation}
n_i=n_s\left(1+\frac{2\eta}{m^2}\right)^{-1/2},\qquad n_e=n_se^{-\eta}.
\end{equation}
For small $\eta$,
\begin{equation}
\frac{n_i-n_e}{n_s}=\left(1-\frac1{m^2}\right)\eta+\left(\frac{3}{2m^4}-\frac12\right)\eta^2+\dots
\end{equation}
A sheath that repels electrons needs positive charge from its edge onward. If $m<1$ the first term is negative, so a field starting from zero cannot build up in the required direction. If $m=1$ the first term vanishes and the second is $+\eta^2$. The condition is thus $m\ge1$. It sets a minimum speed; the plasma upstream selects the actual value.

\subsection{The presheath}

Between the midplane, where the ions have no drift, and the sheath lies the presheath. Take it to be quasineutral, with density $n$, midplane density $n_0$, and ions created at rest at a rate $\nu n$ per volume. As a simplification, all ions at a given position are given one drift speed, although ions born at different places really have different speeds. Let $z$ be the distance from the midplane, $\chi$ the potential drop from there divided by $T_e$, and $u$ the ion drift speed divided by $u_B$. Continuity and momentum balance are
\begin{equation}
\frac{d(nu)}{dz}=\frac{\nu n}{u_B},\qquad
\frac{d(nu^2)}{dz}=n\frac{d\chi}{dz}.
\end{equation}
Since $n=n_0e^{-\chi}$, we have $n\,d\chi/dz=-dn/dz$. The momentum equation becomes $d[n(1+u^2)]/dz=0$, so
\begin{equation}
n=\frac{n_0}{1+u^2},\qquad J=n_0u_B\frac{u}{1+u^2}.
\label{presheath}
\end{equation}
Inserting this in the continuity equation, and using $d[u/(1+u^2)]/du=(1-u^2)/(1+u^2)^2$, gives
\begin{equation}
\frac{1-u^2}{1+u^2}\,\frac{du}{dz}=\frac{\nu}{u_B}.
\end{equation}
The slope $du/dz$ diverges as $u\to1$. Quasineutrality fails there and the sheath takes over, so the ions enter it at the Bohm speed. By Eq.~(\ref{presheath}) the edge density is $n_s=n_0/2$, and
\begin{equation}
J=n_su_B=\tfrac12n_0u_B .
\label{flux}
\end{equation}
The numerical factors belong to the one-speed approximation. Keeping the spread of speeds of collisionless ions born at rest (the Tonks--Langmuir solution) gives $n_s=0.426\,n_0$, $J=0.487\,n_0u_B=1.14\,n_su_B$ and a mean entry energy of $0.71\,T_e$ in place of $T_e/2$. At given $n_s$ the current density below would then be 14\% higher and the Child thickness about 7\% smaller, at both voltages alike. In either treatment the plate voltage does not appear. The strong field near the plate acts on ions that have already been delivered to the sheath; it makes them faster and more dilute, with the same product of density and speed.

Within this model the voltage has one indirect route. A thicker sheath shortens the presheath length $\ell$. Integrating the last differential equation from $u=0$ to $1$ gives $\nu\ell/u_B=\pi/2-1$, so the ionization rate must rise as $\ell$ shrinks. In this model $\nu$ is free to do so while $n_0$ and $T_e$ are held fixed, and the flux in Eq.~(\ref{flux}) stays put. In a real discharge at fixed gas density, $\nu$ is tied to $T_e$. For the argon example below, with the distance from midplane to plate held at 50~mm, doubling the drop requires about 4\% more ionization. That takes roughly 1\% in $T_e$ and, at fixed $n_0$, raises the flux by roughly 0.5\%.

\section{The thickness responds}

Now both sides of Eq.~(\ref{child}) are known except $s$. Setting $J=n_s\sqrt{T_e/M}$, the ion mass cancels:
\begin{equation}
s^2=\frac{\sqrt2}{9\pi n_s}\,\frac{V_0^{3/2}}{T_e^{1/2}} .
\end{equation}
The Debye length at the edge is $\lambda=\sqrt{T_e/4\pi n_s}$, so $1/(\pi n_s)=4\lambda^2/T_e$ and
\begin{equation}
s^2=\frac{4\sqrt2}{9}\lambda^2\left(\frac{V_0}{T_e}\right)^{3/2}
=\frac29\lambda^2\left(\frac{2V_0}{T_e}\right)^{3/2}.
\end{equation}
The square root is
\begin{equation}
s=\frac{\sqrt2}{3}\,\lambda\left(\frac{2V_0}{T_e}\right)^{3/4}.
\label{thickness}
\end{equation}
At fixed $n_s$ and $T_e$, doubling $V_0$ multiplies $s$ by $2^{3/4}$. Then $V_0^{3/2}$ and $s^2$ both grow by $2^{3/2}$, and the flux in Eq.~(\ref{child}) is unchanged.

The same formula shows what a real increase in flux looks like. Doubling $n_s$ at fixed $V_0$ and $T_e$ doubles $J$ and multiplies the sheath thickness by $2^{-1/2}$.

\section{A number}

Take an argon plasma with $T_e=4$~eV and $n_s=3\times10^{10}$~cm$^{-3}$. The Bohm speed is 3108~m/s and the Debye length 0.0858~mm. The ion current density $en_su_B$ is 1.49~mA/cm$^2$ at both voltages. For $V_0=500$~V, $2V_0/T_e=250$, and
\begin{equation}
s=0.4714\times0.0858~\mathrm{mm}\times250^{3/4}=2.54~\mathrm{mm}.
\end{equation}
For 1000~V the result is 4.28~mm. In angstrom, the thickness goes from $2.54\times10^7$ to $4.28\times10^7$.

The constancy of the flux can be tested without imposing the Bohm speed. Poisson's equation was solved together with the ion fluid equations up to the plate, starting from the quasineutral solution at $u=0.1$. The distance from midplane to plate, 50~mm, was held fixed, as were $n_0$ and $T_e$, and the ionization rate was adjusted to fit. The flux at the plate was $0.5049\,n_0u_B$ for the smaller drop and $0.5051\,n_0u_B$ for the larger. This is 1\% above the quasineutral value of one half, and it changes by 0.03\% when the drop doubles. The belief, with the sheath thickness wrongly held fixed, predicts an increase of 183\%.

What does rise is the impact energy, $V_0+T_e/2$, whose second term is the energy at entry, $Mu_B^2/2$. It goes from 502 to 1002~eV, and the ion power from 0.75 to 1.50~W/cm$^2$. The field at the plate also rises, but less than twofold. Equation~(\ref{transit}) gives $v=3s/t$ and $Ft=2Mv$, so $F=2Mv^2/3s=4V_0/3s$, which in the Child limit grows by $2/2^{3/4}=2^{1/4}=1.19$. With the sheath electrons and the ions' entry speed included, as in the next section, the factor is 1.21.

\section{How good is the factor at finite bias?}

Equation~(\ref{thickness}) neglects the electrons in the sheath and the ions' entry speed. Keep both, with $m=1$ and $\xi=x/\lambda$. Poisson's equation is
\begin{equation}
\frac{d^2\eta}{d\xi^2}=(1+2\eta)^{-1/2}-e^{-\eta}.
\end{equation}
Multiplying by $d\eta/d\xi$ and integrating from zero field at $\eta=0$ gives
\begin{equation}
\left(\frac{d\eta}{d\xi}\right)^2=2\left[\sqrt{1+2\eta}+e^{-\eta}-2\right].
\label{field}
\end{equation}
Near $\eta=0$ the charge is $\eta^2$, so the right side is $2\eta^3/3$. The distance $\int d\eta\,\eta^{-3/2}$ then diverges at its lower end. A total thickness therefore needs a convention for the edge. Here the electron-poor sheath is taken to begin where the field reaches $T_e/\lambda$. Equation~(\ref{field}) puts this at $\eta=2.40$, where the electron density has fallen to $e^{-2.40}=9\%$ of $n_s$.

For large $\eta$, set $w=\sqrt{2\eta}$, so that $d\eta=w\,dw$. The exponential is negligible and $\sqrt{1+2\eta}\simeq w$, so
\begin{equation}
d\xi\simeq\frac{w\,dw}{\sqrt{2(w-2)}}
\simeq\frac{1}{\sqrt2}\left(w^{1/2}+w^{-1/2}\right)dw .
\end{equation}
Here $(1-2/w)^{-1/2}\simeq1+1/w$ was used. Integration up to the plate, where $w=\sqrt{2V_0/T_e}$, gives
\begin{equation}
\frac{s}{\lambda}\simeq\frac{\sqrt2}{3}w^{3/2}+\sqrt2\,w^{1/2}+C .
\label{expansion}
\end{equation}
The first term is the Child thickness. The constant $C$ carries the choice of edge and cancels in the thickness added by doubling the bias. That cancellation has a simple meaning: with the edge conditions fixed, the larger drop follows the same potential profile further.

Integrating Eq.~(\ref{field}) numerically gives thicknesses of 2.82 and 4.65~mm. Their ratio is 1.65, about 2\% below $2^{3/4}$. The added thickness is 1.83~mm, which the first two terms of Eq.~(\ref{expansion}) reproduce to that precision; the Child term alone gives 1.73~mm, 5\% less.

The ratio does not approach its limit from one side. Doubling from $V_0/T_e=10$ gives 1.84, from 100 gives 1.65, from $10^4$ gives 1.67 and from $10^6$ gives 1.68. The second term in Eq.~(\ref{expansion}) grows by only $2^{1/4}$ and pulls the ratio down, with a relative effect of order $1/w$. The constant, negative for this edge, pushes it up with a relative effect of order $w^{-3/2}$. So does the next term of the expansion, $-5/(2\sqrt{2w})$, which follows from keeping $\sqrt{1+w^2}\simeq w+1/(2w)$ and the second order in $1/w$; its relative effect is of order $w^{-2}$. Together these two outweigh the second term at $V_0/T_e=10$, but they fade sooner.

If the thickness is instead counted from the point where the ions reach $u_B$, the full discharge solution gives 3.63 and 5.45~mm, a ratio of 1.50. This edge lies about 0.8~mm further out at both voltages, and adding nearly the same length to both thicknesses lowers their ratio. The added thickness, 1.81~mm, hardly notices. For sizing a region at finite bias, the added length is thus a safer quantity than the ratio.

\section{The voltage on the supply}

The drop $V_0$ runs from sheath edge to plate, whereas a supply sets the plate voltage relative to ground. The grounded wall has a sheath of its own, with drop $V_g$. Let $a$ be the ratio of biased to grounded area, and assume the same $n_s$ at both and no electron emission. The large bias keeps electrons off the plate, so the grounded wall must collect enough of them to balance the ions on both surfaces: its electron flux is $(1+a)n_su_B$. A Maxwellian has the one-way flux $n_s\sqrt{T_e/2\pi}$ at the edge, and a fraction $e^{-V_g/T_e}$ of it crosses the drop. Equating the two,
\begin{equation}
V_g=T_e\ln\!\left[\frac{\sqrt{M/2\pi}}{1+a}\right].
\end{equation}
For $a=0.1$ this is 18.3~V at both biases considered here. Changing the supply from $-500$ to $-1000$~V changes the plate's sheath drop from 518 to 1018~V, and the finite-bias thickness ratio is 1.63.

\section{Beside a real discharge}

The parameters are rough typical values for a low-pressure inductively coupled argon discharge with a conducting, dc-biased plate, at 1~mTorr and 300~K. With a rough ion--neutral cross section of $10^{-14}$~cm$^2$, the mean free path is 31~mm and the thicker sheath spans 0.15 of it. This cross section suits slow ions; it falls with energy, so 0.15 probably overstates the collisions in the sheath. Some ions still collide there and arrive with less than the full energy. The presheath is comparable in length with the mean free path, so real collisions alter $n_s/n_0$; the comparison at fixed $n_s$ does not use that ratio. A plate of finite size also collects ions at its rim. For a disc of radius $R=100$~mm, a sheath thicker by $\Delta s$ adds a side area of about $2\pi R\,\Delta s$, or $2\Delta s/R=3.7\%$ of the face, if its side is straight. If the sheath surface instead rounds the rim at constant distance, the added area is about 6\% of the face. The total current could thus rise by several per cent with no change of flux at the centre.

An assumption that can change the answer is fixed $n_s$. Ions striking the plate release electrons, which the sheath throws into the plasma at high energy. With a rough yield of 0.1 electron per ion, a single crossing of the plasma creates about 0.003 new ions per incident ion. If every such electron were confined until it had spent all its energy, at a rough 30~eV per ion pair, the number would be 3.3 at the 1000~V drop. That is a rough figure for ideal confinement, not a prediction, but it shows that good electron confinement could let the bias raise the plasma density. The flux would then rise because $n_s$ did, and both $J=n_su_B$ and Eq.~(\ref{thickness}) should be evaluated with the new density. An insulating wafer, which cannot carry the dc current, needs a time-dependent bias and lies outside this result. The numerical output lists the remaining values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Inputs: Te 4.0 eV; edge density 3.0e+10 cm^-3
Sheath drops: 500 and 1000 V; V0/Te 125, 250
Argon mass 39.948 u; 1.0 mTorr; 300 K
Midplane to plate: 50 mm
Debye length at edge: 0.0858 mm
Bohm speed: 3108 m/s
Ion current density, both drops: 1.494 mA/cm2
Child thickness: 2.544 -> 4.279 mm
Same in angstrom: 2.544e+07 -> 4.279e+07
Child thickness ratio: 1.6818
Flux factor if gap were fixed (ion transit): 2.8284
Finite bias, edge at field Te/lambda:
  eta at this edge: 2.403
  thickness: 2.817 -> 4.649 mm
  thickness ratio: 1.6506
  added thickness: 1.832 mm
  added, two-term formula: 1.826 mm
  added, Child law: 1.735 mm
  ratio on doubling from V0/Te = 1e+01: 1.8397
  ratio on doubling from V0/Te = 1e+02: 1.6514
  ratio on doubling from V0/Te = 1e+04: 1.6734
  ratio on doubling from V0/Te = 1e+06: 1.6808
Full discharge, fixed gap, midplane density and Te:
  wall flux/(n0 u_B): 0.50491 -> 0.50506
  relative flux change: 0.0297 %
  strong-field sheath: 2.801 -> 4.623 mm
  strong-field ratio: 1.6504
  from Bohm point: 3.633 -> 5.447 mm
  Bohm-point ratio: 1.4995
Ion impact energy: 502 -> 1002 eV
Ion power: 0.750 -> 1.497 W/cm2
Wall field: 2.452 -> 2.975 kV/cm
Wall field ratio: 1.2134
Biased/grounded area: 0.10
Grounded-wall sheath drop: 18.33 V
Ratio for bias to ground 500 -> 1000 V: 1.6294
Neglected effects (rough inputs, at doubled drop):
  ion-neutral cross section: 1e-14 cm2
  ion mean free path: 31.1 mm
  sheath/mean free path: 0.150
  secondary yield: 0.10 electrons per ion
  ionization cross sections: peak 3e-16, keV 1e-16 cm2
  secondary/edge electron density: 1.7e-05
  new ions per ion, in sheath: 4.5e-04
  new ions per ion, one plasma crossing: 3.2e-03
  energy cost per ion pair: 30 eV
  new ions per ion, full confinement ceiling: 3.33
  disc radius: 100 mm
  added collecting area at disc edge: 3.7 %
  ion temperature: 0.05 eV
  Bohm speed shift from warm ions: 1.9 %
\end{verbatim}
